# Two-Carrier Hall Coefficient and the Inversion Temperature of p-Type InSb

## Problem

A semiconductor contains holes of density $p$ and mobility $\mu_p$, and electrons of density $n$ and mobility $\mu_n$. A current flows along $x$ in a magnetic field $B$ along $z$. No net current flows along $y$, and the Hall coefficient is defined by

$$R_H=\frac{E_y}{j_xB}.$$

(a) Derive $R_H$ for a low magnetic field.

(b) Find the condition under which it changes sign, and explain why the Hall field vanishes there although both carriers are deflected.

(c) A p-type sample has acceptor density $N_A$, all acceptors being ionized. Find the intrinsic density at which the sign changes, in terms of $N_A$ and $b=\mu_n/\mu_p$.

(d) Compute the inversion temperature of p-type InSb with $N_A=1.00\times10^{22}\ \mathrm{m^{-3}}$. Use a gap $E_g=0.21$ eV, effective masses $0.014\,m_e$ for electrons and $0.40\,m_e$ for holes, and mobilities $\mu_n=8.0$ and $\mu_p=0.1\ \mathrm{m^2/(V\,s)}$.

The material data are rounded values of the rough size found in InSb, held independent of temperature. InSb suits the question because its gap is small and its electrons are much more mobile than its holes.

## Hints

1. Write the steady force balance for a carrier of charge $se$, with $s=+1$ for a hole and $s=-1$ for an electron. Both components of the velocity are needed.

2. The condition on the transverse current applies to the sum over carriers, not to each kind separately.

3. The Hall field is itself of first order in $B$. Use this to decide which terms to keep in $j_x$.

4. For (b), set $E_y=0$ and compare the directions and sizes of the two transverse particle flows.

5. For (c), combine the sign condition with charge neutrality. The product $np$ then gives the intrinsic density.

6. In (d) the temperature appears in an exponential and in a power. Solve for the temperature in the exponential and iterate.

## Solution

### (a) The low-field Hall coefficient

Take isotropic bands and one relaxation time $\tau$ for each carrier kind, independent of energy. In a steady state, the electric and magnetic forces balance the rate of momentum loss:

$$\frac{m\mathbf v}{\tau}=se(\mathbf E+\mathbf v\times\mathbf B).$$

With the positive mobility $\mu=e\tau/m$ this becomes

$$\mathbf v=s\mu(\mathbf E+\mathbf v\times\mathbf B).$$

For a field along $z$, $\mathbf v\times\mathbf B=(v_yB,\,-v_xB,\,0)$, so

$$v_x=s\mu(E_x+v_yB),\qquad v_y=s\mu(E_y-v_xB).$$

Insert the second equation into the first and use $s^2=1$:

$$v_x=s\mu E_x+\mu^2BE_y-\mu^2B^2v_x.$$

Collecting the terms in $v_x$ gives

$$v_x=\frac{s\mu E_x+\mu^2BE_y}{1+\mu^2B^2}.$$

Now put this into the equation for $v_y$:

$$v_y=s\mu E_y-s\mu B\,\frac{s\mu E_x+\mu^2BE_y}{1+\mu^2B^2}.$$

Over the common denominator, the numerator is

$$s\mu E_y+s\mu^3B^2E_y-\mu^2BE_x-s\mu^3B^2E_y.$$

The two cubic terms cancel, and

$$v_y=\frac{s\mu E_y-\mu^2BE_x}{1+\mu^2B^2}.$$

The term containing $E_x$ has no factor $s$. The magnetic field therefore deflects holes and electrons to the same side: their drift velocities along $x$ are opposite, but so are their charges.

The current density of one kind is its charge $se$ times its density times its velocity. Adding holes and electrons gives

$$j_y=e\left[\frac{p(\mu_pE_y-\mu_p^2BE_x)}{1+\mu_p^2B^2}+\frac{n(\mu_nE_y+\mu_n^2BE_x)}{1+\mu_n^2B^2}\right].\tag{1}$$

The low-field regime is $\mu_pB\ll1$ and $\mu_nB\ll1$. The denominators then differ from 1 by terms of second order, and to first order

$$j_y=e(p\mu_p+n\mu_n)E_y-e(p\mu_p^2-n\mu_n^2)BE_x.$$

Setting $j_y=0$ yields

$$E_y=\frac{p\mu_p^2-n\mu_n^2}{p\mu_p+n\mu_n}\,BE_x.$$

In $j_x$ the field $E_y$ is multiplied by another factor $B$. Since $E_y$ is already of first order, that contribution is of second order and is dropped:

$$j_x=e(p\mu_p+n\mu_n)E_x.$$

Dividing $E_y$ by $j_xB$ gives

$$\boxed{R_H=\frac{p\mu_p^2-n\mu_n^2}{e(p\mu_p+n\mu_n)^2}}\tag{2}$$

If $n=0$, the mobility cancels and $R_H=1/(ep)$. If $p=0$, $R_H=-1/(en)$. With both carriers present the mobilities no longer cancel. Dividing numerator and denominator of (2) by $\mu_p^2$ gives $R_H=(p-b^2n)/[e(p+bn)^2]$ with $b=\mu_n/\mu_p$. This is one equation for the two densities, so extracting a density requires both the mobility ratio and a second relation between $p$ and $n$, such as charge neutrality with a known doping. Even then the answer need not be unique: in a p-type sample with $b>1$, $R_H$ passes through a negative minimum as $n$ grows and returns towards zero, so a negative value above that minimum belongs to two electron densities.

If the relaxation times depend on energy, averages over the carrier distribution replace the single values used here. Equation (2) then needs correction factors in its numerator.

### (b) The sign reversal

The denominator of (2) is positive. The sign is therefore that of the numerator, and it changes at

$$\boxed{p\mu_p^2=n\mu_n^2}\tag{3}$$

One power of mobility enters because the drift velocity along $x$ is proportional to $\mu$. The second enters because the magnetic force on that drift produces a transverse velocity, again in proportion to $\mu$.

To see what happens at the reversal, set $E_y=0$. To first order, each kind has $v_y=-\mu^2BE_x$. The two particle flows per unit area are

$$pv_{y,p}=-p\mu_p^2BE_x,\qquad nv_{y,n}=-n\mu_n^2BE_x.$$

By (3) they are equal. As many electrons as holes arrive at the same side, so no net charge accumulates there and no Hall field is needed to stop a current.

The flow of pairs itself does not stop. Pairs must recombine at the side where they arrive and be generated at the opposite side if the densities are to stay uniform, as assumed here. If these processes are too slow, density gradients develop and diffusion currents must be added to the model.

A vanishing Hall field does not mean equal shares of the current along $x$. The ratio of hole to electron current is $p\mu_p/(n\mu_n)$. Condition (3) gives $p/n=\mu_n^2/\mu_p^2$, so

$$\frac{p\mu_p}{n\mu_n}=\frac{\mu_n^2}{\mu_p^2}\,\frac{\mu_p}{\mu_n}=\frac{\mu_n}{\mu_p}=b.$$

For the data in (d), $b=8.0/0.1=80$. Holes carry 80 times the electron current when the Hall coefficient passes through zero.

### (c) The intrinsic density at the reversal

With all acceptors ionized, the negative charges are the electrons and the acceptor ions. Neutrality requires

$$p=n+N_A.$$

Dividing (3) by $\mu_p^2$ gives $p=b^2n$. Hence $b^2n=n+N_A$, and

$$n=\frac{N_A}{b^2-1},\qquad p=\frac{b^2N_A}{b^2-1}.$$

Both densities are positive only if $b>1$: the minority electrons must be the more mobile carriers. In a non-degenerate semiconductor the product $np$ equals $n_i^2$, where $n_i$ is the density of either carrier in the undoped material at the same temperature. This is shown in (d). Taking the square root of the product,

$$\boxed{n_i(T_{\rm inv})=\frac{bN_A}{b^2-1}}\tag{4}$$

For $b\gg1$ this is close to $N_A/b$. The reversal then occurs while the sample is still strongly p-type.

An n-type sample with $b>1$ has no such reversal in this model. There $n>p$ and $\mu_n>\mu_p$, so the numerator of (2) is negative at every temperature.

### (d) The inversion temperature

**The intrinsic density.** Let the bands be parabolic. The number of states per unit volume with momentum below $q$, including two spin states, is $2(4\pi q^3/3)/h^3$. With $q=\sqrt{2m\varepsilon}$ this is $8\pi(2m\varepsilon)^{3/2}/(3h^3)$. Its derivative with respect to energy is the density of states

$$g(\varepsilon)=\frac{4\pi(2m)^{3/2}}{h^3}\sqrt{\varepsilon}.$$

Let $E_F$ be the chemical potential and $E_c$ the conduction-band edge. When the occupation is small, the Fermi function is close to $e^{-(E_c+\varepsilon-E_F)/k_BT}$. The integral needed is

$$\int_0^\infty\sqrt{\varepsilon}\,e^{-\varepsilon/k_BT}d\varepsilon=\frac{\sqrt\pi}{2}(k_BT)^{3/2}.$$

Multiplying by the prefactor of $g$ gives $n=N_ce^{-(E_c-E_F)/k_BT}$, with

$$N_c=2\left(\frac{2\pi m_nk_BT}{h^2}\right)^{3/2}.$$

The same calculation for empty states below the valence-band edge $E_v$ gives $p=N_ve^{-(E_F-E_v)/k_BT}$, where $N_v$ contains the hole mass. The chemical potential cancels in the product:

$$np=N_cN_ve^{-E_g/k_BT}=n_i^2,\qquad n_i=\sqrt{N_cN_v}\,e^{-E_g/2k_BT}.$$

The product does not depend on doping, which justifies its use in (c).

**The equation for the temperature.** Put $n_i$ into (4), divide by $\sqrt{N_cN_v}$ and take the logarithm:

$$T=\frac{E_g}{2k_BL(T)},\qquad L(T)=\ln\frac{\sqrt{N_cN_v}\,(b^2-1)}{bN_A}.\tag{5}$$

The right side depends on $T$ only through the logarithm of $T^{3/2}$, so $dL/dT=3/(2T)$. At the solution, the derivative of the right side is

$$-\frac{E_g}{2k_BL^2}\,\frac{3}{2T}=-\frac{3}{2L}.$$

If this is small in magnitude, repeated substitution converges, with errors of alternating sign.

**Numbers.** With $b^2-1=6399$, the densities at the reversal are

$$n=\frac{1.00\times10^{22}}{6399}=1.563\times10^{18}\ \mathrm{m^{-3}},$$

$$n_i=\frac{80\times1.00\times10^{22}}{6399}=1.250\times10^{20}\ \mathrm{m^{-3}}.$$

The hole density is $1.0002\times10^{22}\ \mathrm{m^{-3}}$, almost equal to $N_A$. Starting (5) at 200 K gives successively 158.0, 165.6, 164.0, 164.3 and 164.3 K.

Substitution confirms the value. At this temperature $N_c=1.684\times10^{22}$ and $N_v=2.572\times10^{24}\ \mathrm{m^{-3}}$, so $\sqrt{N_cN_v}=2.081\times10^{23}\ \mathrm{m^{-3}}$. With $k_BT=0.01416$ eV,

$$\frac{E_g}{2k_BT}=\frac{0.21}{2\times0.01416}=7.415,$$

$$n_i=2.081\times10^{23}\,e^{-7.415}=1.25\times10^{20}\ \mathrm{m^{-3}},$$

as required. Here $L=7.4$, so each iteration reverses the error and reduces it about fivefold. The result of the model is

$$\boxed{T_{\rm inv}\approx164\ \mathrm K\quad(-109\ ^\circ\mathrm C)}$$

**Direction and uniqueness.** Neutrality turns $p-b^2n$, which has the sign of $R_H$, into $N_A-(b^2-1)n$. The relation $n(n+N_A)=n_i^2$ shows that $n$ rises with $n_i$. Since $N_c$ and $N_v$ both vary as $T^{3/2}$,

$$\frac{d\ln n_i}{dT}=\frac1T\left(\frac32+\frac{E_g}{2k_BT}\right)>0.\tag{6}$$

Thus $R_H$ passes from positive to negative once as the sample is heated.

At 120 K, $R_H=6.23\times10^{-4}\ \mathrm{m^3/C}$, close to the single-carrier value $1/(eN_A)=6.24\times10^{-4}\ \mathrm{m^3/C}$. At 180 K the electron density is $7.513\times10^{18}\ \mathrm{m^{-3}}$. In units of $N_A$, this gives $p=1.0008$, $b^2n=4.808$ and $p+bn=1.061$. Dividing numerator and denominator of (2) by $\mu_p^2$, we find

$$R_H=\frac{1}{eN_A}\,\frac{1.0008-4.808}{(1.061)^2}=-2.11\times10^{-3}\ \mathrm{m^3/C}.$$

The magnitude exceeds the single-carrier value because the numerator weights electrons by $b^2$, while the denominator is still dominated by holes.

**Reliability.** At the reversal $n/N_c\approx9\times10^{-5}$ and $p/N_v\approx4\times10^{-3}$, so the small-occupation approximation is good. The numerical check replaces it by Fermi–Dirac integrals and finds the zero of the Hall field from the force-balance equations. Its temperature differs from that of (5) by about 0.01 K.

Other simplifications of the model are larger. The conduction band of InSb is not parabolic: in the Kane form $\varepsilon(1+\alpha\varepsilon)=q^2/2m_n$ with $\alpha\approx1/E_g$, $N_c$ is about a quarter larger at this temperature and the inversion temperature about 2 K lower. Ionization is not quite complete: for an acceptor binding energy of 7 to 10 meV and degeneracy factor 4, 2 to 3% of the acceptors are neutral at 164 K, which lowers the result by about 0.5 K, and about 5% are neutral at 120 K, which raises $R_H$ there by a similar amount. If the relaxation time varies as $\varepsilon^{3/2}$ for one carrier and as $\varepsilon^{-1/2}$ for the other, the correction factors mentioned in (a) move the result to 160 or 169 K at the same drift mobilities.

The input data matter more still. A gap of 0.20 or 0.22 eV gives 158 or 171 K. A mobility ratio of 40 or 160 gives 178 or 152 K. The inversion temperature also depends on doping: by (4), a larger $N_A$ requires a larger $n_i$ and hence a higher temperature. It characterizes a sample, not InSb as such.

## Variation 1: a stronger magnetic field

*How does the inversion temperature change when $\mu_nB$ is not small?*

Return to (1), which holds for any field within this classical model. Setting $E_y=0$ and $j_y=0$ gives

$$\frac{p\mu_p^2}{1+\mu_p^2B^2}=\frac{n\mu_n^2}{1+\mu_n^2B^2}.$$

Multiply by both denominators:

$$p\mu_p^2+p\mu_p^2\mu_n^2B^2=n\mu_n^2+n\mu_n^2\mu_p^2B^2.$$

Divide by $\mu_p^2$ and move all terms to the left:

$$p-b^2n+(p-n)\mu_n^2B^2=0.$$

Neutrality gives $p-n=N_A$ and $p=n+N_A$, so

$$n=\frac{N_A(1+\mu_n^2B^2)}{b^2-1}.$$

More electrons are needed than at low field. The magnetic field reduces the transverse response of the mobile electrons more strongly than that of the holes. The inversion temperature follows from $n_i=\sqrt{n(n+N_A)}$ and rises with $B$.

For the InSb data, $\mu_nB=1$ at 0.125 T. At $B=0.01$ T, $\mu_n^2B^2=0.0064$ and the shift is 0.06 K. At $B=0.1$ T, $\mu_n^2B^2=0.64$; the required electron density is 1.64 times larger, and the inversion temperature becomes 169 K. Condition (3) is therefore a low-field result, and the more mobile carrier decides what counts as low. The sizes of these shifts belong to the energy-independent relaxation time. At the same drift mobilities, the shift at 0.1 T is about 7 K if $\tau\propto\varepsilon^{-1/2}$ for both carriers and about 13 K if $\tau\propto\varepsilon^{3/2}$, instead of 5 K.

## Variation 2: light holes

*InSb has a second kind of hole, with a small mass. How does it change the result at low field?*

Let the heavy holes have mass $m_h=0.40\,m_e$ and mobility $\mu_p$, and the light holes mass $m_l=0.016\,m_e$. Define $r=m_l/m_h=0.040$. Both bands share the same edge and chemical potential, so their densities are in the ratio of their $N_v$, which is $r^{3/2}=0.0080$. If the scattering times are equal, $\mu=e\tau/m$ gives the light holes a mobility $\mu_p/r=2.5\ \mathrm{m^2/(V\,s)}$.

Let $p$ be the total hole density. The heavy holes then have density $p/(1+r^{3/2})$, and the light holes $r^{3/2}p/(1+r^{3/2})$. Each kind adds its density times its squared mobility to the positive part of the numerator. The sum is

$$\frac{p}{1+r^{3/2}}\left(\mu_p^2+r^{3/2}\frac{\mu_p^2}{r^2}\right)=c\,p\mu_p^2,\qquad c=\frac{1+r^{-1/2}}{1+r^{3/2}}.$$

Here $r^{-1/2}=5$, so $c=6/1.008=5.95$. Although fewer than one hole in a hundred is light, the light holes contribute five times as much to this sum as the heavy ones.

The reversal condition becomes $b^2n=cp$, where $b$ still refers to the heavy holes. With $p=n+N_A$,

$$n=\frac{cN_A}{b^2-c},\qquad p=\frac{b^2N_A}{b^2-c},\qquad \sqrt{np}=\frac{\sqrt c\,bN_A}{b^2-c}.$$

The required $\sqrt{np}$ is about $\sqrt c\approx2.4$ times larger than before. The light holes also multiply the total $N_v$ by $1+r^{3/2}=1.008$, a minor effect. Solving for the temperature with both changes gives 182 K, which is 18 K above the two-carrier value.

This shift is comparable with those caused by the uncertain mobility ratio. It rests on two assumptions. The first is equal scattering times: if instead $\mu\propto m^{-1/2}$, the shift is below 2 K. The second is that $0.1\ \mathrm{m^2/(V\,s)}$ is the mobility of the heavy holes alone. With equal scattering times the Hall mobility of all holes together is $(1+r^{-1/2})/(1+r^{1/2})=5$ times $\mu_p$; if $0.1\ \mathrm{m^2/(V\,s)}$ is taken as that Hall mobility, then $\mu_p=0.02\ \mathrm{m^2/(V\,s)}$ and the inversion temperature is 152 K, below the two-carrier value. The 164 K found in (d) is thus the answer of the two-carrier model with the stated data, not a prediction for a real sample to the nearest kelvin.

## Numbers as computed

```
gap: 0.21 eV
electron mass: 0.014 m_e; heavy-hole mass: 0.40 m_e
mobilities mu_n, mu_p: 8.0, 0.1 m^2/(V s)
mobility ratio b: 80.0
acceptor density N_A: 1.00e+22 m^-3
electron density at reversal: 1.5627e+18 m^-3
hole density at reversal: 1.00016e+22 m^-3
intrinsic density at reversal: 1.2502e+20 m^-3
hole/electron current ratio at reversal: 80.000
iteration 0: T = 200.00 K
iteration 1: T = 157.98 K
iteration 2: T = 165.58 K
iteration 3: T = 164.01 K
iteration 4: T = 164.32 K
iteration 5: T = 164.26 K
iteration 6: T = 164.27 K
inversion temperature, formula: 164.27 K
same in Celsius: -108.9 deg C
inversion temperature, Fermi-Dirac + forces: 164.28 K
k_B T at inversion: 0.01416 eV
N_c at inversion: 1.684e+22 m^-3
N_v at inversion: 2.572e+24 m^-3
d ln(n_i)/dT at inversion: 0.0543 1/K
single-carrier value 1/(e N_A): 6.2415e-04 m^3/C
T = 120 K: n = 2.559e+15 m^-3, R_H = 6.231e-04 m^3/C
T = 150 K: n = 2.902e+17 m^-3, R_H = 5.059e-04 m^3/C
T = 180 K: n = 7.513e+18 m^-3, R_H = -2.112e-03 m^3/C
T = 210 K: n = 8.192e+19 m^-3, R_H = -1.160e-02 m^3/C
field where mu_n B = 1: 0.125 T
inversion temperature at B = 0.01 T: 164.33 K
inversion temperature at B = 0.1 T: 168.95 K
inversion temperature, gap 0.20 eV: 157.7 K
inversion temperature, gap 0.22 eV: 170.8 K
inversion temperature, b = 40: 178.0 K
inversion temperature, b = 160: 152.4 K
light-hole mass: 0.016 m_e; mass ratio x: 0.040
light/heavy hole density ratio: 0.0080
light-hole mobility: 2.50 m^2/(V s)
light-hole factor c: 5.952
inversion temperature with light holes: 182.3 K
```
